# Periodic trap occupancy with short filling pulses and the corrected trap density: a program that tests the result

```python
# Periodic trap filling in capacitance spectroscopy of an n-type diode.
# Result under test: occupancy just after each filling pulse in steady state
#   f_hi = f_p (1-a)/(1-a b),  a = exp(-(c+e) t_p),  b = exp(-e t_r),
#   f_p = c/(c+e);  just before the next pulse f_lo = b f_hi.
# c, e: capture and emission rates (1/s); t_p, t_r: pulse and interval (s).
# Apparent density = G N_T f_hi, with G the depth factor of the probed layer.
# Two pulse lengths t_p and 2 t_p at equal t_r give a, and so the true N_T.
# Lengths in cm, densities in cm^-3, energies in eV unless marked SI.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad, trapezoid, cumulative_trapezoid
from scipy.optimize import brentq

# ---------- inputs: rough values, vacancy-phosphorus centre in n-Si ----------
temperature = 235.0
trap_depth = 0.45
cross_section = 2e-15
donors = 1e14
traps = 1e12
pulse = 100e-9
interval = 5e-3
bend_pulse, bend_reverse = 0.6, 5.6      # total band bending, V
area = 0.01                              # cm^2
mass_speed, mass_dos = 0.26, 1.08        # in electron masses
sample_times = np.array([0.5e-3, 2.5e-3, 4.5e-3])

kT = sc.k * temperature / sc.e
speed = 100 * np.sqrt(8 * sc.k * temperature / (np.pi * mass_speed * sc.m_e))
band_states = 2e-6 * (2 * np.pi * mass_dos * sc.m_e * sc.k * temperature
                      / sc.h**2)**1.5
capture = cross_section * speed * donors
emission = cross_section * speed * band_states * np.exp(-trap_depth / kT)
permittivity = 11.7 * sc.epsilon_0 / 100  # F/cm


# ---------- closed formulas ----------
def occupancy_high(c, e, tp, tr):
    a, b = np.exp(-(c + e) * tp), np.exp(-e * tr)
    return c / (c + e) * (1 - a) / (1 - a * b)


def invert_pair(amp_single, amp_double, e, tp, tr):
    """Return a and the occupancy after the shorter pulse."""
    r = amp_double / amp_single - 1
    b = np.exp(-e * tr)
    a = 2 * r / ((1 - b) + np.sqrt((1 - b)**2 + 4 * b * r**2))
    plateau = 1 + e * tp / np.log(a)
    return a, plateau * (1 - a) / (1 - a * b)


def rate_and_amplitude(y):
    """Rate and extrapolated amplitude from three equally spaced samples."""
    step = sample_times[1] - sample_times[0]
    e = np.log((y[0] - y[1]) / (y[1] - y[2])) / step
    decay = np.exp(-e * sample_times)
    return e, (y[0] - y[1]) / (decay[0] - decay[1])


# ---------- independent road: integrate the rate equations ----------
def integrate_phase(c, e, duration, start, times=None):
    sol = solve_ivp(lambda t, f: c * (1 - f) - e * f, (0, duration), [start],
                    rtol=1e-10, atol=1e-13, t_eval=times)
    return sol.y[0]


def run_cycles(cp, cr, e, tp, tr, start, cycles):
    f, highs = start, []
    for _ in range(cycles):
        high = integrate_phase(cp, e, tp, f)[-1]
        f = integrate_phase(cr, e, tr, high)[-1]
        highs.append(high)
    return np.array(highs), f


a_true = np.exp(-(capture + emission) * pulse)
b_true = np.exp(-emission * interval)
plateau_true = capture / (capture + emission)
f_high = occupancy_high(capture, emission, pulse, interval)
f_low = b_true * f_high

for start in (0.0, 1.0):
    highs, low = run_cycles(capture, 0, emission, pulse, interval, start, 22)
    assert abs(highs[-1] / f_high - 1) < 1e-6
    assert abs(low / f_low - 1) < 1e-6
    shrink = (highs[2] - highs[-1]) / (highs[1] - highs[-1])
    assert abs(shrink / (a_true * b_true) - 1) < 1e-4

# very short pulses: occupancy grows as c t_p/(1-b)
tiny = 1e-9
tiny_high = run_cycles(capture, 0, emission, tiny, interval, 0.0, 25)[0][-1]
assert abs(tiny_high / (capture * tiny / (1 - b_true)) - 1) < 0.01

# inversion of directly integrated transients, for two pulse lengths
transients = []
for tp in (pulse, 2 * pulse):
    high = run_cycles(capture, 0, emission, tp, interval, 0.0, 22)[0][-1]
    transients.append(integrate_phase(0, emission, interval, high,
                                      sample_times))
e_found, amp1 = rate_and_amplitude(transients[0])
amp2 = rate_and_amplitude(transients[1])[1]
a_found, f_found = invert_pair(amp1, amp2, e_found, pulse, interval)
assert abs(e_found / emission - 1) < 1e-5
assert abs(a_found / a_true - 1) < 1e-4
assert abs(amp1 / f_found - 1) < 1e-4
ratio = amp2 / amp1

# ---------- depth factor and capacitance ----------
debye = np.sqrt(permittivity * kT / (sc.e * donors))
width_pulse = debye * np.sqrt(2 * (bend_pulse / kT - 1))
width_reverse = debye * np.sqrt(2 * (bend_reverse / kT - 1))
edge_layer = debye * np.sqrt(2 * (np.log(capture / emission) - 1))
x1, x2 = width_pulse, width_reverse - edge_layer
depth_factor = (x2**2 - x1**2) / width_reverse**2


def poisson_bending(bending, depth, points=20001):
    """Band bending over kT at each depth, mobile electrons included."""
    u = np.geomspace(bending / kT, 1e-4, points)
    slope = debye / np.sqrt(2 * (u + np.expm1(-u)))
    x = cumulative_trapezoid(slope, u[0] - u, initial=0)
    return np.interp(depth, x, u, right=0.0)


u_edge = poisson_bending(bend_reverse, x2)
assert abs(u_edge / np.log(capture / emission) - 1) < 2e-3


def capacitance(f):
    """Depletion capacitance with trapped charge, from the bending integral."""
    trapped = traps * f * quad(lambda x: x, x1, x2)[0]
    need = bend_reverse - kT

    def miss(w):
        total = donors * quad(lambda x: x, 0, w)[0] - trapped
        return sc.e / permittivity * total - need
    w = brentq(miss, 0.5 * width_reverse, 2 * width_reverse,
               xtol=1e-17, rtol=1e-14)
    return permittivity * area / w


cap_empty = capacitance(0.0)
cap_drop = cap_empty - capacitance(f_high)
cap_formula = cap_empty * depth_factor * traps * f_high / (2 * donors)
assert abs(cap_drop / cap_formula - 1) < 0.005  # second order in N_T/N_D

# end to end: occupancies -> capacitances -> corrected trap density
signals = [np.array([2 * donors * (1 - capacitance(f) / cap_empty)
                     for f in tr]) for tr in transients]
e_cap, dens1 = rate_and_amplitude(signals[0])
dens2 = rate_and_amplitude(signals[1])[1]
a_cap, f_cap = invert_pair(dens1, dens2, e_cap, pulse, interval)
density_corrected = dens1 / (depth_factor * f_cap)
assert abs(density_corrected / traps - 1) < 0.015  # finite N_T/N_D

# wrong shortcuts, ideal signal with the depth factor already removed
density_single_shot = traps * amp1 / (plateau_true * (1 - a_true))
density_ignore_b = traps * amp1 / (1 - (ratio - 1))
assert abs(density_single_shot / traps * (1 - a_true * b_true) - 1) < 1e-5
assert density_ignore_b < traps < density_single_shot


# ---------- neglected effect: smooth edges, resolved in depth ----------
def periodic_general(cp, cr, e, tp, tr):
    kp, kr = cp + e, cr + e
    A, B = np.exp(-kp * tp), np.exp(-kr * tr)
    high = (cp / kp * (1 - A) + A * cr / kr * (1 - B)) / (1 - A * B)
    return high, cr / kr, kr


check = run_cycles(0.5 * capture, 0.7 * emission, emission, pulse, interval,
                   0.0, 22)[0][-1]
general = periodic_general(0.5 * capture, 0.7 * emission, emission, pulse,
                           interval)[0]
assert abs(check / general - 1) < 1e-6


def smooth_edge_density(points):
    x = np.linspace(0, width_reverse, points)
    cp = capture * np.exp(-poisson_bending(bend_pulse, x))
    cr = capture * np.exp(-poisson_bending(bend_reverse, x))
    out = []
    for tp in (pulse, 2 * pulse):
        high, rest, kr = periodic_general(cp, cr, emission, tp, interval)
        y = [traps * trapezoid(2 * x / width_reverse**2
             * (rest + (high - rest) * np.exp(-kr * t)), x)
             for t in sample_times]
        out.append(np.array(y))
    e, d1 = rate_and_amplitude(out[0])
    d2 = rate_and_amplitude(out[1])[1]
    f = invert_pair(d1, d2, e, pulse, interval)[1]
    return d1 / (depth_factor * f), d2 / d1, e, d1


smooth, smooth_ratio, smooth_e, smooth_app = smooth_edge_density(8001)
mesh_shift = smooth_edge_density(4001)[0] / smooth - 1
assert abs(mesh_shift) < 1e-3

# ---------- other neglected effects ----------
mobility, wafer = 2500.0, 0.03           # cm^2/Vs and cm, rough
rc_time = wafer / (sc.e * donors * mobility) * permittivity / width_pulse
short1 = occupancy_high(capture, emission, pulse - rc_time, interval)
short2 = occupancy_high(capture, emission, 2 * pulse - rc_time, interval)
rc_shift = short1 / invert_pair(short1, short2, emission, pulse,
                                interval)[1] - 1
ratio_shift = amp1 / invert_pair(amp1, 1.01 * amp2, emission, pulse,
                                 interval)[1] - 1
gap, hole_section = 1.14, 1e-13          # eV and cm^2, rough
hole_emission = hole_section * speed * band_states * np.exp(
    -(gap - trap_depth) / kT)
field = sc.e * donors * width_reverse / permittivity
tunnel_time = sc.hbar / (2 * sc.k * temperature)
tunnel_gain = np.expm1((sc.e * field * 100)**2 * tunnel_time**3
                       / (3 * mass_speed * sc.m_e * sc.hbar))
freeze_out = 2 * donors / band_states * np.exp(0.045 / kT)

# ---------- output ----------
print(f"temperature {temperature:.0f} K, kT {kT*1e3:.2f} meV")
print(f"trap depth {trap_depth:.2f} eV, section {cross_section:.1e} cm2")
print(f"donors {donors:.1e}, traps {traps:.1e} cm^-3")
print(f"pulse {pulse*1e9:.0f} ns, interval {interval*1e3:.1f} ms")
print("sample times", sample_times * 1e3, "ms")
print(f"masses: speed {mass_speed}, density of states {mass_dos} m_e")
print(f"thermal speed {speed:.3e} cm/s")
print(f"band states N_c {band_states:.3e} cm^-3")
print(f"capture rate c {capture:.3e} 1/s")
print(f"emission rate e {emission:.2f} 1/s")
print(f"a {a_true:.4f}, b {b_true:.4f}, ab {a_true*b_true:.4f}")
print(f"1 - f_p {1-plateau_true:.2e}")
print(f"single-shot occupancy {plateau_true*(1-a_true):.4f}")
print(f"f_hi formula {f_high:.6f}, integrated {highs[-1]:.6f}")
print(f"f_lo formula {f_low:.6f}, integrated {low:.6f}")
print(f"swing f_hi - f_lo {f_high-f_low:.4f}")
print(f"cycles to 0.1% {np.log(1e-3)/np.log(a_true*b_true):.1f}")
print(f"short-pulse apparent c {capture/(1-b_true):.3e} 1/s")
print(f"f_hi after double pulse {amp2:.4f}")
print(f"amplitude ratio R {ratio:.4f}, a recovered {a_found:.4f}")
print(f"band bending: pulse {bend_pulse} V, reverse {bend_reverse} V")
print(f"Debye length {debye*1e4:.3f} um")
print(f"W_0 {width_pulse*1e4:.3f} um, W_R {width_reverse*1e4:.3f} um")
print(f"edge layer lambda {edge_layer*1e4:.3f} um")
print(f"depth factor G {depth_factor:.4f}")
print(f"diode area {area*100:.1f} mm2")
print(f"reverse capacitance {cap_empty*1e12:.3f} pF")
print(f"capacitance drop at f_hi {cap_drop*1e15:.2f} fF")
print(f"first-order drop {cap_formula*1e15:.2f} fF")
print(f"raw apparent density {dens1:.3e} cm^-3")
print(f"apparent after G only {dens1/depth_factor:.3e} cm^-3")
print(f"from capacitances: e {e_cap:.2f} 1/s, R {dens2/dens1:.4f}")
print(f"from capacitances: a {a_cap:.4f}, f_hi {f_cap:.4f}")
print(f"corrected density {density_corrected:.4e} cm^-3")
print(f"wrong, single-shot with true a {density_single_shot:.3e} cm^-3")
print(f"wrong, a = R-1 {density_ignore_b:.3e} cm^-3")
print("Neglected effects:")
print(f"smooth edges: raw apparent {smooth_app:.3e} cm^-3")
print(f"smooth edges: R {smooth_ratio:.4f}, e {smooth_e:.2f} 1/s")
print(f"smooth edges: corrected density {smooth:.3e} cm^-3")
print(f"smooth edges: mesh-halving shift {mesh_shift*100:.4f} %")
print(f"wafer {wafer*1e4:.0f} um, mobility {mobility:.0f} cm2/Vs")
print(f"RC time {rc_time*1e9:.2f} ns, density shift {rc_shift*100:.1f} %")
print(f"R too high by 1%: density shift {ratio_shift*100:.1f} %")
print(f"gap {gap} eV, hole section {hole_section:.0e} cm2 (rough)")
print(f"hole/electron emission {hole_emission/emission:.1e}")
print(f"peak field {field/1e6:.4f} MV/cm")
print(f"tunnelling gain in e {tunnel_gain*100:.2f} %")
print(f"donor freeze-out {freeze_out*100:.4f} %")
print(f"N_T/N_D {traps/donors*100:.1f} %")
print("OK")
```

It prints:

```
temperature 235 K, kT 20.25 meV
trap depth 0.45 eV, section 2.0e-15 cm2
donors 1.0e+14, traps 1.0e+12 cm^-3
pulse 100 ns, interval 5.0 ms
sample times [0.5 2.5 4.5] ms
masses: speed 0.26, density of states 1.08 m_e
thermal speed 1.868e+07 cm/s
band states N_c 1.953e+19 cm^-3
capture rate c 3.735e+06 1/s
emission rate e 163.05 1/s
a 0.6883, b 0.4425, ab 0.3046
1 - f_p 4.36e-05
single-shot occupancy 0.3117
f_hi formula 0.448228, integrated 0.448228
f_lo formula 0.198349, integrated 0.198349
swing f_hi - f_lo 0.2499
cycles to 0.1% 5.8
short-pulse apparent c 6.701e+06 1/s
f_hi after double pulse 0.6658
amplitude ratio R 1.4855, a recovered 0.6883
band bending: pulse 0.6 V, reverse 5.6 V
Debye length 0.362 um
W_0 2.738 um, W_R 8.494 um
edge layer lambda 1.539 um
depth factor G 0.5667
diode area 1.0 mm2
reverse capacitance 12.196 pF
capacitance drop at f_hi 15.46 fF
first-order drop 15.49 fF
raw apparent density 2.537e+11 cm^-3
apparent after G only 4.478e+11 cm^-3
from capacitances: e 162.63 1/s, R 1.4847
from capacitances: a 0.6881, f_hi 0.4489
corrected density 9.9753e+11 cm^-3
wrong, single-shot with true a 1.438e+12 cm^-3
wrong, a = R-1 8.711e+11 cm^-3
Neglected effects:
smooth edges: raw apparent 2.476e+11 cm^-3
smooth edges: R 1.5032, e 173.91 1/s
smooth edges: corrected density 1.008e+12 cm^-3
smooth edges: mesh-halving shift -0.0000 %
wafer 300 um, mobility 2500 cm2/Vs
RC time 2.83 ns, density shift 2.6 %
R too high by 1%: density shift 3.6 %
gap 1.14 eV, hole section 1e-13 cm2 (rough)
hole/electron emission 3.6e-04
peak field 0.0131 MV/cm
tunnelling gain in e 0.25 %
donor freeze-out 0.0095 %
N_T/N_D 1.0 %
OK
```
